**Rotation matrices from sampled harmonics: the weighted transpose**

The program examines D = 4π A†WB, where A holds degree-l harmonics at directions n_i, B holds them at R⁻¹n_i, and W is the diagonal matrix of weights with sum one. It asserts that 16 weighted icosahedral axes reproduce D for l = 0 to 4, in real and complex form, against exponentials of angular momentum matrices; the largest error printed is 7.1e-16. A product grid of 153 points is tested in the same way at l = 8. Further assertions cover inversion, the reversed sense of rotation, least-squares solves with random points, and the identity linking the frame defect ‖4πA†WA − 1‖ to the even moments. For l = 2, the search with five points stays above the derived lower bound, while six points reach zero defect to numerical accuracy. Sampled noise agrees with the formula and shows twice the mean squared error for five axes as for six. In the worked example, the rotated d-shell matrix agrees with direct angular quadrature of the Coulomb potential to 1.1e-13 eV, and the σ−δ separation is 0.331 eV.

## Verification by program

```python
"""Wigner rotation matrices from sampled spherical harmonics.

Result under test: with A[i,m] = Y_m(n_i) and B[i,m] = Y_m(R^-1 n_i),
B = A D, where D is the matrix of the rotation R in the degree-l space.
If the weights w_i (sum 1) give zero moments for L = 2, 4, ..., 2l,
then D = 4 pi A^dagger diag(w) B, so no linear solve is needed.
Directions are rows of arrays; harmonics are ordered m = -l, ..., l.
Real d functions are therefore ordered xy, yz, z2, xz, x2-y2.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import minimize
from scipy.special import eval_legendre, lpmv
from sympy.physics.wigner import clebsch_gordan

rng = np.random.default_rng(7)


def complex_harmonics(l, points):
    x, y, z = points.T
    phi = np.arctan2(y, x)
    z = np.clip(z, -1.0, 1.0)
    out = np.zeros((len(points), 2 * l + 1), dtype=complex)
    for m in range(l + 1):
        norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                         * math.factorial(l - m) / math.factorial(l + m))
        value = norm * lpmv(m, l, z) * np.exp(1j * m * phi)
        out[:, l + m] = value
        out[:, l - m] = (-1) ** m * value.conj() if m else value
    return out


def real_harmonics(l, points):
    y = complex_harmonics(l, points)
    out = np.zeros(y.shape)
    out[:, l] = y[:, l].real
    for m in range(1, l + 1):
        out[:, l + m] = math.sqrt(2) * (-1) ** m * y[:, l + m].real
        out[:, l - m] = math.sqrt(2) * (-1) ** m * y[:, l + m].imag
    return out


def rotation(alpha, beta, gamma):
    def about_z(t):
        c, s = math.cos(t), math.sin(t)
        return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
    c, s = math.cos(beta), math.sin(beta)
    about_y = np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])
    return about_z(alpha) @ about_y @ about_z(gamma)


def exponential_d(l, alpha, beta, gamma):
    """Independent reference from angular momentum matrices."""
    m = np.arange(-l, l + 1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[:-1] * (m[:-1] + 1.0)), -1)
    jy = (raising - raising.T) / 2j
    jz = np.diag(m)
    return expm(-1j * alpha * jz) @ expm(-1j * beta * jy) @ expm(-1j * gamma * jz)


def real_from_complex(l):
    """Columns expand the real harmonics in the complex ones."""
    u = np.zeros((2 * l + 1, 2 * l + 1), dtype=complex)
    u[l, l] = 1
    for m in range(1, l + 1):
        u[l + m, l + m] = (-1) ** m / math.sqrt(2)
        u[l - m, l + m] = 1 / math.sqrt(2)
        u[l + m, l - m] = (-1) ** m / (1j * math.sqrt(2))
        u[l - m, l - m] = -1 / (1j * math.sqrt(2))
    return u


def transpose_d(l, points, weights, rot, harmonics):
    a = harmonics(l, points)
    b = harmonics(l, points @ rot)      # rows are R^-1 n_i
    return 4 * math.pi * a.conj().T @ (weights[:, None] * b)


def frame_defect(l, points, weights):
    a = real_harmonics(l, points)
    k = 4 * math.pi * a.T @ (weights[:, None] * a)
    return np.linalg.norm(k - np.eye(2 * l + 1))


def moment_power(L, points, weights):
    return weights @ eval_legendre(L, points @ points.T) @ weights


def product_grid(n_lat, n_lon):
    z, wz = np.polynomial.legendre.leggauss(n_lat)
    phi = 2 * math.pi * np.arange(n_lon) / n_lon
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    s = np.sqrt(1 - zz ** 2)
    pts = np.stack([s * np.cos(pp), s * np.sin(pp), zz], axis=-1).reshape(-1, 3)
    return pts, np.repeat(wz / 2, n_lon) / n_lon


def unit(v):
    v = np.asarray(v, dtype=float)
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


def show(title, matrix):
    print(title)
    for row in matrix:
        print("  " + " ".join(f"{x + 0.0:9.5f}" for x in row))


# Icosahedral axes, one direction from each antipodal pair.
tau = (1 + math.sqrt(5)) / 2
vertices = unit([np.roll([0, s, tau], k) for k in range(3) for s in (1, -1)])
face_list = [[1, s, t] for s in (1, -1) for t in (1, -1)]
face_list += [np.roll([s / tau, 0, tau], k) for k in range(3) for s in (1, -1)]
faces = unit(face_list)
w6 = np.full(6, 1 / 6)

# The total weights follow from cancelling the L=6 moment seen at a vertex.
p6_vertices = eval_legendre(6, vertices @ vertices[0]).mean()
p6_faces = eval_legendre(6, faces @ vertices[0]).mean()
total_v = -p6_faces / (p6_vertices - p6_faces)
total_f = 1 - total_v
assert abs(total_v - 5 / 14) < 1e-12
axes16 = np.vstack([vertices, faces])
w16 = np.r_[np.full(6, total_v / 6), np.full(10, total_f / 10)]


def invariant_count(L):
    def character(angle):
        return 1 + 2 * sum(math.cos(m * angle) for m in range(1, L + 1))
    p = math.pi
    return (2 * L + 1 + 15 * character(p) + 20 * character(2 * p / 3)
            + 12 * character(2 * p / 5) + 12 * character(4 * p / 5)) / 60


counts = {L: invariant_count(L) for L in (2, 4, 6, 8, 10)}
for L, count in counts.items():
    assert abs(count - round(count)) < 1e-12
    assert (moment_power(L, vertices, w6) > 1e-3) == (round(count) > 0)
for l in range(5):
    assert frame_defect(l, axes16, w16) < 1e-12
for l in range(3):
    assert frame_defect(l, vertices, w6) < 1e-12
defect5 = frame_defect(5, axes16, w16)
assert defect5 > 0.01 and frame_defect(3, vertices, w6) > 0.01
assert frame_defect(1, np.eye(3), np.full(3, 1 / 3)) < 1e-12

# The frame defect is a positive sum of even moments, for arbitrary points.
test_points = unit(rng.normal(size=(9, 3)))
test_weights = rng.random(9)
test_weights /= test_weights.sum()
for l in (2, 3):
    moment_sum = sum(float(clebsch_gordan(l, l, L, 0, 0, 0)) ** 2
                     * moment_power(L, test_points, test_weights)
                     for L in range(2, 2 * l + 1, 2))
    assert abs(frame_defect(l, test_points, test_weights) ** 2
               - (2 * l + 1) ** 2 * moment_sum) < 1e-11

# Rotation matrices against matrix exponentials.
angles = (0.7, 1.1, -0.4)
rot = rotation(*angles)
largest_error = 0.0
for l in range(5):
    ref = exponential_d(l, *angles)
    u = real_from_complex(l)
    ref_real = u.conj().T @ ref @ u
    got = transpose_d(l, axes16, w16, rot, complex_harmonics)
    got_real = transpose_d(l, axes16, w16, rot, real_harmonics)
    improper = transpose_d(l, axes16, w16, -rot, complex_harmonics)
    forward = transpose_d(l, axes16, w16, rot.T, complex_harmonics)
    error = max(abs(got - ref).max(), abs(got_real - ref_real).max())
    largest_error = max(largest_error, error)
    assert error < 1e-12
    assert abs(improper - (-1) ** l * ref).max() < 1e-12
    assert abs(forward - ref.conj().T).max() < 1e-12
    generic = unit(rng.normal(size=(2 * l + 5, 3)))
    solved = np.linalg.lstsq(complex_harmonics(l, generic),
                             complex_harmonics(l, generic @ rot), rcond=None)[0]
    assert abs(solved - ref).max() < 1e-10
grid8, weight8 = product_grid(9, 17)
error8 = abs(transpose_d(8, grid8, weight8, rot, complex_harmonics)
             - exponential_d(8, *angles)).max()
assert error8 < 1e-11

# Search for d-function designs with free positions and positive weights.


def squared_defect(parameters, n):
    p = unit(parameters[:3 * n].reshape(n, 3))
    w = np.exp(parameters[3 * n:] - parameters[3 * n:].max())
    w /= w.sum()
    return 25 * w @ eval_legendre(2, p @ p.T) ** 2 @ w - 5


best = {}
for n in (5, 6):
    best[n] = min(minimize(squared_defect,
                           np.r_[rng.normal(size=3 * n), np.zeros(n)],
                           args=(n,)).fun for _ in range(12))
epsilon_bound = (-10 / 7 + math.sqrt((10 / 7) ** 2 + 40 / 7)) / 2
assert best[5] >= epsilon_bound ** 2 - 1e-9
assert abs(best[6]) < 1e-7              # finite-difference optimizer

# Conditioning and noise: five of the six axes against all six.
a6 = real_harmonics(2, vertices)
a5 = a6[:5]
cond5, cond6 = np.linalg.cond(a5), np.linalg.cond(a6)
assert abs(cond5 - math.sqrt(6)) < 1e-12 and abs(cond6 - 1) < 1e-12
equator_angles = np.array([0.1, 0.6, 1.2, 1.9, 2.7])
equator = np.c_[np.cos(equator_angles), np.sin(equator_angles), np.zeros(5)]
equator_rank = np.linalg.matrix_rank(real_harmonics(2, equator), tol=1e-10)
assert equator_rank == 3
noise_sampled, noise_formula = [], []
for a in (a5, a6):
    noise = rng.normal(size=(12000, len(a), 5))
    change = np.linalg.pinv(a) @ noise
    noise_sampled.append((change ** 2).sum(axis=(1, 2)).mean())
    noise_formula.append(5 * np.trace(np.linalg.inv(a.T @ a)))
    assert abs(noise_sampled[-1] / noise_formula[-1] - 1) < 0.03  # sampling
assert abs(noise_formula[0] / noise_formula[1] - 2) < 1e-12

# Worked example: d electron on a thin shell, near a negative point charge.
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10
shell = 0.6
charge_position = np.array([0.7, 1.4, 1.4])
distance = np.linalg.norm(charge_position)
direction = charge_position / distance
theta = math.acos(direction[2])
phi = math.atan2(direction[1], direction[0])
rot_bond = rotation(phi, theta, 0.0)
assert np.allclose(rot_bond @ [0, 0, 1], direction)
b6 = real_harmonics(2, vertices @ rot_bond)
d_bond = 4 * math.pi / 6 * a6.T @ b6
u2 = real_from_complex(2)
assert abs(d_bond - u2.conj().T @ exponential_d(2, phi, theta, 0)
           @ u2).max() < 1e-12
assert np.allclose(d_bond[:, 2], math.sqrt(4 * math.pi / 5)
                   * real_harmonics(2, direction[None])[0])

shift = hartree * bohr / distance
ratio = shell / distance
sigma = shift * (2 / 7 * ratio ** 2 + 2 / 7 * ratio ** 4)
pi_level = shift * (1 / 7 * ratio ** 2 - 4 / 21 * ratio ** 4)
delta = shift * (-2 / 7 * ratio ** 2 + 1 / 21 * ratio ** 4)
local = np.diag([delta, pi_level, sigma, pi_level, delta])
lab = d_bond @ local @ d_bond.T
grid, grid_weights = product_grid(40, 80)
potential = hartree * bohr / np.linalg.norm(shell * grid - charge_position, axis=1)
s_grid = real_harmonics(2, grid)
direct = 4 * math.pi * s_grid.T @ ((grid_weights * potential)[:, None] * s_grid)
example_error = abs(direct - lab - shift * np.eye(5)).max()
assert example_error < 1e-10

print("icosahedral invariants at L=2,4,6,8,10:",
      *[round(c) for c in counts.values()])
print(f"16-axis total weights, vertices and faces: {total_v:.6f} {total_f:.6f}")
print(f"weight per vertex axis, per face axis: {w16[0]:.6f} {w16[-1]:.6f}")
print(f"16-axis frame defect at l=5: {defect5:.5f}")
print(f"largest D error, l=0..4, 16 axes: {largest_error:.1e}")
print(f"largest D error, l=8, {len(grid8)} grid points: {error8:.1e}")
print(f"least squared defect found, 5 points, l=2: {best[5]:.5f}")
print(f"lower bound on it: {epsilon_bound ** 2:.5f}")
print(f"least squared defect found, 6 points, l=2: {abs(best[6]):.1e}")
print(f"rank of five equatorial points, l=2: {equator_rank}")
print(f"condition number, five and six axes: {cond5:.5f} {cond6:.5f}")
print("mean squared D error / noise variance, five and six axes:")
print(f"  formula {noise_formula[0]:.3f} {noise_formula[1]:.3f}; "
      f"sampled {noise_sampled[0]:.3f} {noise_sampled[1]:.3f}")
print(f"shell radius, charge distance: {shell:.2f} {distance:.2f} angstrom")
print("charge position (angstrom):", *[f"{x:.2f}" for x in charge_position])
print(f"rotation angles phi, theta: {phi:.5f} {theta:.5f} rad")
show("six sample axes (x y z):", vertices)
show("A at original points (xy yz z2 xz x2-y2):", a6)
show("B at rotated points:", b6)
show("D = (4 pi/6) A^T B:", d_bond)
print(f"common shift: {shift:.5f} eV")
print(f"sigma, pi, delta without shift: {sigma:.5f} {pi_level:.5f} {delta:.5f} eV")
show("laboratory matrix without shift (eV):", lab)
print(f"sigma-delta separation: {sigma - delta:.5f} eV"
      f" = {(sigma - delta) / hartree:.6f} hartree")
print(f"largest difference from direct quadrature: {example_error:.1e} eV")
print("tests ok")
```

It prints:

```
icosahedral invariants at L=2,4,6,8,10: 0 0 1 0 1
16-axis total weights, vertices and faces: 0.357143 0.642857
weight per vertex axis, per face axis: 0.059524 0.064286
16-axis frame defect at l=5: 3.15806
largest D error, l=0..4, 16 axes: 7.1e-16
largest D error, l=8, 153 grid points: 9.5e-16
least squared defect found, 5 points, l=2: 0.64187
lower bound on it: 0.45984
least squared defect found, 6 points, l=2: 8.1e-13
rank of five equatorial points, l=2: 3
condition number, five and six axes: 2.44949 1.00000
mean squared D error / noise variance, five and six axes:
  formula 104.720 52.360; sampled 104.761 52.339
shell radius, charge distance: 0.60 2.10 angstrom
charge position (angstrom): 0.70 1.40 1.40
rotation angles phi, theta: 1.10715 0.84107 rad
six sample axes (x y z):
    0.00000   0.52573   0.85065
    0.00000  -0.52573   0.85065
    0.85065   0.00000   0.52573
    0.85065   0.00000  -0.52573
    0.52573   0.85065   0.00000
   -0.52573   0.85065   0.00000
A at original points (xy yz z2 xz x2-y2):
    0.00000   0.48860   0.36927   0.00000  -0.15099
   -0.00000  -0.48860   0.36927   0.00000  -0.15099
    0.00000   0.00000  -0.05388   0.48860   0.39529
    0.00000   0.00000  -0.05388  -0.48860   0.39529
    0.48860   0.00000  -0.31539   0.00000  -0.24430
   -0.48860   0.00000  -0.31539   0.00000  -0.24430
B at rotated points:
   -0.08234   0.23570   0.48126  -0.32136   0.02593
    0.24339  -0.05564  -0.27100  -0.22424   0.46025
    0.11491  -0.52705   0.06497  -0.09576  -0.30579
   -0.53656   0.05564  -0.31115  -0.04720  -0.08863
   -0.06515  -0.07284   0.20602   0.53851   0.23642
    0.32574   0.36418  -0.17010   0.15005  -0.32818
D = (4 pi/6) A^T B:
   -0.40000  -0.44721   0.38490   0.39752   0.57778
   -0.33333   0.29814   0.76980  -0.09938  -0.44444
   -0.00000   0.00000   0.16667  -0.86066   0.48113
    0.66667  -0.59628   0.38490  -0.04969  -0.22222
   -0.53333  -0.59628  -0.28868  -0.29814  -0.43333
common shift: 6.85697 eV
sigma, pi, delta without shift: 0.17298 0.07126 -0.15775 eV
laboratory matrix without shift (eV):
   -0.02676   0.05841  -0.05714   0.10555  -0.00282
    0.05841   0.06086   0.06202   0.05841  -0.10743
   -0.05714   0.06202   0.02107   0.03101   0.04285
    0.10555   0.05841   0.03101  -0.02676   0.04807
   -0.00282  -0.10743   0.04285   0.04807  -0.02841
sigma-delta separation: 0.33074 eV = 0.012154 hartree
largest difference from direct quadrature: 1.1e-13 eV
tests ok
```
